# Mass of the bilayer-like band in ABA trilayer graphene

## Problem

Three graphene layers are stacked in ABA order, so that the third layer lies directly above the first. Each layer has two sublattices, A and B. Atoms B1 and B3 lie directly below and above atom A2, and an electron hops between such vertical neighbours with amplitude $\gamma_1=0.38$ eV. Within a layer, electrons near a corner of the Brillouin zone move with velocity $v=1.0\times10^{6}$ m/s.

Two of the bands touch at the zone corner with zero slope, as in a bilayer.

(a) Find the mass $m$ in $E\approx\pm p^2/(2m)$ near the touching point, where $p$ is the momentum measured from the zone corner.

(b) Find the cyclotron mass of the same band when the Fermi level lies 40 meV above the touching point.

Use the minimal model: $v$ and $\gamma_1$ are kept, all other hoppings are dropped, the six atoms of the cell have equal site energies, and electrons do not interact. The zero of energy is the common site energy.

## First estimate by scaling

The model contains one energy, $\gamma_1$, and one velocity, $v$. The combination of the two with the dimension of a mass is $\gamma_1/v^2$, so

$$m=C\,\frac{\gamma_1}{v^2},$$

where $C$ is a pure number that dimensional analysis cannot supply. With 1 eV $=1.602\times10^{-19}$ J and $m_e=9.109\times10^{-31}$ kg,

$$\frac{\gamma_1}{v^2}=\frac{0.38\times1.602\times10^{-19}\ \text{J}}{(10^{6}\ \text{m/s})^2}=6.09\times10^{-32}\ \text{kg}=0.0668\,m_e .$$

A physical picture suggests a value for $C$. The atoms with a vertical neighbour (B1, A2, B3) form two states at energies of order $\pm\gamma_1$. Their third combination, with opposite amplitudes on B1 and B3 and none on A2, stays at zero energy; it belongs to the linear bands found below and plays no part in this estimate. The other atoms (A1, B2, A3) have no such neighbour, and their states stay near zero energy. An electron on one of these can move to another by stepping onto the strongly coupled atoms and off again. Each in-plane step has amplitude $vp$, and the intermediate state costs an energy of order $\gamma_1$, so

$$E\sim\frac{(vp)^2}{\gamma_1}.$$

Setting this equal to $p^2/(2m)$ gives $m\sim\gamma_1/(2v^2)=0.033\,m_e$, or $C=1/2$. The power of $p$ is now explained, but the number is still uncertain, because the picture does not say how the two outer layers share the coupling to the middle one. The estimate is therefore a few hundredths of an electron mass.

## Exact solution of the model

**The six equations.** Near one zone corner, write $\pi=p_x+ip_y$ and $\pi^\dagger=p_x-ip_y$, so that $\pi^\dagger\pi=\pi\pi^\dagger=p^2$ without a magnetic field. Let $a_j$ and $b_j$ be the amplitudes on sublattices A and B of layer $j$. Each layer contributes the coupling $v\pi^\dagger$ from B to A and $v\pi$ from A to B; $\gamma_1$ joins $a_2$ to $b_1$ and $b_3$. The Schrödinger equation reads

$$\begin{aligned}
Ea_1&=v\pi^\dagger b_1, & Eb_1&=v\pi a_1+\gamma_1a_2,\\
Ea_2&=v\pi^\dagger b_2+\gamma_1(b_1+b_3), & Eb_2&=v\pi a_2,\\
Ea_3&=v\pi^\dagger b_3, & Eb_3&=v\pi a_3+\gamma_1a_2 .
\end{aligned}$$

**Use of the mirror plane.** Exchanging layers 1 and 3 leaves these equations unchanged. It therefore pays to use the combinations

$$a_\pm=\frac{a_1\pm a_3}{\sqrt2},\qquad b_\pm=\frac{b_1\pm b_3}{\sqrt2}.$$

Subtract the layer-3 equations from those of layer 1 and divide by $\sqrt2$. The terms $\gamma_1a_2$ cancel, leaving

$$Ea_-=v\pi^\dagger b_-,\qquad Eb_-=v\pi a_- .$$

Multiplying the second equation by $E$ and inserting the first gives $E^2b_-=v^2p^2b_-$, hence $E=\pm vp$. These odd states have no amplitude on the middle layer and behave like a single graphene sheet.

Now add the equations instead. The two terms $\gamma_1a_2$ add to $2\gamma_1a_2/\sqrt2=\sqrt2\,\gamma_1a_2$. In the equation for $a_2$, the sum $b_1+b_3$ equals $\sqrt2\,b_+$. Both changes introduce the same effective hopping

$$g=\sqrt2\,\gamma_1=0.537\ \text{eV},$$

and the even states obey

$$\begin{aligned}
Ea_+&=v\pi^\dagger b_+, & Eb_+&=v\pi a_++ga_2,\\
Ea_2&=gb_++v\pi^\dagger b_2, & Eb_2&=v\pi a_2 .
\end{aligned}$$

These are the equations of an AB bilayer, with $g$ in place of $\gamma_1$. The factor $\sqrt2$ arises because A2 couples to two atoms whose amplitudes add in phase in a normalized state.

**The even bands.** Multiply the equation for $b_+$ by $E$ and replace $Ea_+$ by $v\pi^\dagger b_+$. Do the same for $a_2$, replacing $Eb_2$ by $v\pi a_2$. The result is

$$(E^2-v^2p^2)\,b_+=gE\,a_2,\qquad (E^2-v^2p^2)\,a_2=gE\,b_+ .$$

For $p\neq0$ no solution is lost or added by this step. If $E$ were zero, the first and last of the four even equations would force $b_+=a_2=0$, and the other two would then force $a_+=b_2=0$. So $E\neq0$, and $b_+$ and $a_2$ cannot both vanish. Combining the two relations gives

$$(E^2-v^2p^2)^2=g^2E^2,\qquad\text{so}\qquad E^2-v^2p^2=sgE,\quad s=\pm1 .$$

Solving the quadratic equation for each sign,

$$E=\frac{sg}{2}\pm\sqrt{\frac{g^2}{4}+v^2p^2}.$$

At $p=0$ two of the four energies are $\pm g$ and two are zero. The bands that start from zero are

$$E=\pm\left[\sqrt{\frac{g^2}{4}+v^2p^2}-\frac g2\right].$$

**The mass at the touching point.** For $vp\ll g$, expand the root:

$$\frac g2\sqrt{1+\frac{4v^2p^2}{g^2}}=\frac g2+\frac{v^2p^2}{g}-\frac{v^4p^4}{g^3}+\dots$$

The constant cancels. Comparing the leading term $v^2p^2/g$ with $p^2/(2m)$ gives

$$m=\frac{g}{2v^2}=\frac{\gamma_1}{\sqrt2\,v^2}.$$

With the numerical value found above,

$$m=\frac{0.0668\,m_e}{\sqrt2}=0.0473\,m_e=4.31\times10^{-32}\ \text{kg}.$$

This answers part (a). The valence band has the same curvature with opposite sign, so holes have the same mass in this model.

The expansion of each layer to first order in $p$ can be checked by diagonalizing the honeycomb lattice itself. Take a lattice constant $a=0.246$ nm and the in-plane hopping $\gamma_0=2\hbar v/(\sqrt3a)=3.09$ eV that reproduces $v$. At $vp=0.002$ eV, averaging the energy over directions, the lattice also gives $0.0473\,m_e$.

**Where the electron sits.** On the low conduction band $s=-1$, so $E^2-v^2p^2=-gE$ and the relation between $b_+$ and $a_2$ gives $a_2=-b_+$. The other amplitudes satisfy $|a_+|=|b_2|=(vp/E)|b_+|$. The fraction of the probability on atoms without a vertical neighbour is therefore

$$\frac{(vp)^2}{(vp)^2+E^2}.$$

At $vp=0.02$ eV it is 0.9986. This supports the picture behind the estimate: near the touching point the electron lives on A1, A3 and B2, and visits the strongly coupled atoms with small probability.

**The cyclotron mass.** In a weak magnetic field $B$, an electron moves along a contour of constant energy in momentum space. The magnetic force changes its momentum at the rate $|d\mathbf p/dt|=eBu$, where $u=|\partial E/\partial\mathbf p|$ is its speed. One turn takes

$$T=\frac1{eB}\oint\frac{dp_\parallel}{u}=\frac1{eB}\frac{dS}{dE},$$

where $dp_\parallel$ is an element of length along the contour and $S$ is the enclosed area. The last equality holds because contours at $E$ and $E+dE$ are separated by $dE/u$. Writing $2\pi/T=eB/m_c$ defines

$$m_c=\frac1{2\pi}\frac{dS}{dE}.$$

For the conduction band, move $g/2$ to the left side and square:

$$\left(E+\frac g2\right)^2=\frac{g^2}{4}+v^2p^2,\qquad\text{so}\qquad v^2p^2=E^2+gE .$$

The contour is a circle with $S=\pi p^2=\pi(E^2+gE)/v^2$. Differentiation gives

$$m_c=\frac{2E+g}{2v^2}=m\left(1+\frac{2E}{g}\right).$$

For holes, $E$ is replaced by $|E|$. At $E=0.040$ eV,

$$m_c=0.0473\,m_e\left(1+\frac{0.080}{0.537}\right)=0.0543\,m_e ,$$

which answers part (b).

The formula has two useful limits. For $E\ll g$ it returns the constant mass $m$. For $E\gg g$ it approaches $E/v^2$, the cyclotron mass of a single graphene sheet, because the interlayer coupling is then a small part of the energy. That second limit belongs to the linearized model; in real graphene other bands and the curvature of the in-plane dispersion matter at such energies.

**The corresponding doping.** At 40 meV,

$$vp=\sqrt{0.040^2+0.537\times0.040}\ \text{eV}=0.152\ \text{eV}.$$

With $\hbar v=0.658$ eV nm, the wave number is $k=0.231\ \text{nm}^{-1}$. Two spins and two valleys give a density $4\pi k^2/(2\pi)^2=k^2/\pi$, which is $1.70\times10^{12}\ \text{cm}^{-2}$. The linear band is filled to the same energy. Its wave number is $E/(\hbar v)$, and it holds $1.2\times10^{11}\ \text{cm}^{-2}$. At this Fermi level most of the carriers are thus in the bilayer-like band.

## Comparison of estimate and solution

Dimensional analysis gave the correct dependence on $\gamma_1$ and $v$. The exact coefficient is $C=1/\sqrt2=0.707$. Taking $C=1$ overestimates the mass by a factor $\sqrt2$; the two-step picture with $C=1/2$ underestimates it by the same factor.

The second discrepancy has a clear origin. The picture used $\gamma_1$ as the energy of the intermediate state, but in the even sector this energy is $\sqrt2\,\gamma_1$. A costlier intermediate state makes the motion slower and the mass larger. With $g$ in the denominator, the picture gives the exact band-edge mass. With $\gamma_1$ it gives the mass of a true AB bilayer, $0.0334\,m_e$ for the same $\gamma_1$ and $v$.

Scaling also shows when a constant mass can be used. The dimensionless measure of energy is $E/g$. From $v^2p^2=E^2+gE$, the parabola evaluated at the true momentum gives

$$\frac{v^2p^2}{g}=E\left(1+\frac Eg\right).$$

At 40 meV it overestimates the energy by 7.4% of the true value. The cyclotron mass exceeds $m$ by twice that fraction, 14.9%, because it depends on the derivative of the quadratic correction.

## Effects outside the minimal model

The values $\gamma_1=0.38$ eV and $v=10^6$ m/s are typical of graphene multilayers. Real ABA trilayers also have weaker hoppings and a site-energy difference. The rough values used here are:

- $\gamma_2=-0.02$ eV, between A1 and A3 (matrix element $\gamma_2/2$);
- $\gamma_3=0.30$ eV, between A1 or A3 and B2;
- $\gamma_4=0.10$ eV, between like sublattices of adjacent layers;
- $\gamma_5=0.04$ eV, between B1 and B3 (matrix element $\gamma_5/2$);
- $\delta=0.04$ eV, the extra energy of B1, A2 and B3.

**Electrons and holes.** The largest changes at 40 meV come from $\gamma_4$ and $\delta$. Their effect follows from the two-step process. Let $v_4=v\gamma_4/\gamma_0$. In the even sector, $\gamma_4$ adds the element $-\sqrt2\,v_4\pi^\dagger$ between $a_+$ and $a_2$, and between $b_+$ and $b_2$. For $|E|\ll g$, eliminate $b_+$ and $a_2$, whose own Hamiltonian $h$ has diagonal elements $\delta$ and off-diagonal elements $g$. The effective Hamiltonian is minus the coupling into this pair, times $h^{-1}$, times the coupling out. To first order in $\delta$, $h^{-1}$ has diagonal elements $-\delta/g^2$ and off-diagonal elements $1/g$. Both remaining orbitals then acquire the same energy

$$-\left[v^2p^2\left(-\frac{\delta}{g^2}\right)+\frac{2(v)(-\sqrt2\,v_4)p^2}{g}\right]
=\frac{v^2p^2}{g}\left(\frac{\delta}{g}+2\sqrt2\,\frac{\gamma_4}{\gamma_0}\right).$$

To first order in the small terms, the coupling between the two orbitals still gives $\pm v^2p^2/g$. The added energy is positive in both bands, so it steepens the conduction band and flattens the valence band. Electrons become lighter and holes heavier.

Diagonalizing the six-orbital model with one term at a time, at fixed energy $\pm40$ meV, gives changes relative to $0.0543\,m_e$ of $-8.6\%$ (electrons) and $+9.8\%$ (holes) for $\gamma_4$, and $\mp6.5\%$ for $\delta$. With all five terms present, the masses are about $0.0465\,m_e$ for electrons and $0.065\,m_e$ for holes. For these rough values the electron mass lies close to the answer of part (a) by compensation: nonparabolicity raises the mass by 15%, and the neglected terms lower it by 14%. The closeness depends on the parameters. With $\gamma_4=0.041$ eV and the other terms unchanged, the masses are $0.049\,m_e$ and $0.0615\,m_e$, and the lowering is 10%.

**Very low energy.** The term $\gamma_3$ has little effect on the cyclotron mass at 40 meV, 0.6% when acting alone, but it changes the touching point itself. It couples $a_+$ to $b_2$ directly through $\sqrt2\,v_3\pi$, with $v_3=v\gamma_3/\gamma_0$. At $E=0$, the equation for $a_2$ gives $b_+=-v\pi^\dagger b_2/g$. Inserting this in the equation for $a_+$ yields

$$\left[\sqrt2\,v_3\pi-\frac{v^2(\pi^\dagger)^2}{g}\right]b_2=0 .$$

With $\pi=pe^{i\phi}$, the bracket vanishes at $p=0$ and also where $e^{3i\phi}=1$ and $vp=\sqrt2(\gamma_3/\gamma_0)g=0.074$ eV. The equations for $b_+$ and $b_2$ at $E=0$ give the complex-conjugate condition on $a_+$, so a second zero-energy state exists at the same momenta. With $\gamma_3$ as the only added term, the bands therefore touch again in three directions, at a momentum where the parabola would predict 10 meV. Separately, $\gamma_2$ shifts $a_+$ by $\gamma_2/2$ and splits the touching point by 10 meV. The mass in part (a) is thus a parameter of the minimal model; for these rough values, it should not be read as the cyclotron mass of a real sample in the limit of zero energy.

**Gates, temperature and interactions.** A potential difference between the outer layers breaks the mirror symmetry and mixes the two families of bands. Potentials of $\pm20$ meV on those layers, with the five terms above absent, change the cyclotron mass at 40 meV by 0.3%. A single gate may impose more. If the induced charge were shared equally by the three layers, the fields in the two gaps would be $2/3$ and $1/3$ of $en/\varepsilon_0$. For a layer spacing $d=0.335$ nm, the total drop would be $end/\varepsilon_0=110$ mV at the total density of the two bands found above, $n=1.8\times10^{12}\ \text{cm}^{-2}$. This is a rough estimate without self-consistent screening, and the 0.3% does not cover it: with these layer potentials the minimal model gives a cyclotron mass about 5% higher at the same total density. Balanced gates give the outer layers equal potentials, but the middle layer still differs from them. With the same equal sharing of charge, each gate supplies half of the field and the nearest layer screens a third, so the field in each gap is $1/6$ of $en/\varepsilon_0$. In the minimal model the resulting step of about 18 mV raises the cyclotron mass by about 2% at the same total density. At a fixed 40 meV the rise lies between 1% and 5%, depending on whether the energy is measured from the potential of the outer layers or of the middle layer. The answers to parts (a) and (b) assume that all three layers have the same potential.

At 300 K the thermal energy is 26 meV. In the minimal model, a carrier at that energy has a cyclotron mass of $0.052\,m_e$, 9.6% above the band-edge value, and carriers at higher energies deviate more. A single constant mass is therefore only a rough approximation at room temperature. Interactions can also change the effective velocity. At fixed $\gamma_1$, $m\propto v^{-2}$, so a velocity 10% higher would lower the band-edge mass by 17%. Further digits of most of these results are listed in the numerical output below.

## Values computed for the example and the checks

```
interlayer hopping gamma1 = 0.38 eV
velocity v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
lattice constant used = 0.246 nm
in-plane hopping gamma0 from v = 3.090 eV
effective hopping g = 0.5374 eV
gamma1/v^2 = 0.06684 m_e
bilayer-like band mass = 0.04726 m_e
bilayer-like band mass = 4.3051e-32 kg
mass from lattice diagonalization = 0.04726 m_e
true AB bilayer mass = 0.03342 m_e
mass ratio trilayer/bilayer = 1.4142
mirror parity, low band and linear band = +1.000, -1.000
low-band non-dimer weight at vp = 0.02 eV: 0.9986
Fermi energy from neutrality = 40.0 meV
vp on bilayer-like contour = 0.1520 eV
wave number on that contour = 0.2309 1/nm
cyclotron mass there, formula = 0.05429 m_e
cyclotron mass there, contour area = 0.05429 m_e
density in bilayer-like band = 1.697e+12 cm^-2
density in monolayer-like band = 1.176e+11 cm^-2
rough values of neglected terms (eV): gamma2 -0.02, gamma3 0.30, gamma4 0.10, gamma5 0.04, delta 0.04
outer-layer potentials in u case = +/-20 meV
with gamma2: electron 0.0550, hole 0.0543 m_e (+1.4 %, +0.1 %)
with gamma3: electron 0.0546, hole 0.0546 m_e (+0.6 %, +0.6 %)
with gamma4: electron 0.0496, hole 0.0596 m_e (-8.6 %, +9.8 %)
with gamma5: electron 0.0534, hole 0.0552 m_e (-1.6 %, +1.6 %)
with delta: electron 0.0508, hole 0.0578 m_e (-6.5 %, +6.5 %)
with all five: electron 0.0465, hole 0.0650 m_e (-14.4 %, +19.8 %)
with u only: electron 0.0544, hole 0.0544 m_e (+0.3 %, +0.3 %)
gamma3 satellite point at vp = 0.0738 eV
parabola energy at that point = 10.1 meV
gamma2 splitting of the band edge = 10.0 meV
layer spacing used = 0.335 nm
one-sided gate, rough potential drop = 110 mV
thermal energy at 300 K = 25.9 meV
cyclotron mass at E = kT(300 K) = 0.05181 m_e
mass increase at that energy = 9.6 %
```
